Superheating limit and first-order transition in a sixth-order Landau ferroelectric

**Definitions and conventions**

Consider a uniform ferroelectric whose polarization has one component P, along a fixed axis. Its free energy density, measured from the nonpolar state at the same temperature T, is

f(P, T) = (a/2)P² − (b/4)P⁴ + (c/6)P⁶, (1)

a = a0(T − T0). (2)

The constants a0, b and c are positive and independent of temperature. The minus sign in front of b makes the quartic term negative, and the sixth-order term keeps the energy bounded below. The material is free of stress, and no field acts unless one is stated. In a field E the state minimizes f − EP, so that

E = ∂f/∂P = aP − bP³ + cP⁵. (3)

Three temperatures are needed. T0 is the Curie-Weiss temperature, at which the inverse susceptibility of the nonpolar phase extrapolates to zero. Tc is the temperature of the first-order transition, at which the polar and nonpolar minima have equal energy. Ts is the superheating limit, above which no polar minimum exists. The result to be shown is

Ts − T0 = (4/3)(Tc − T0). (4)

Both intervals start at T0. The statement does not concern the ratio of the absolute temperatures.

**The nonpolar state**

For small P, equation (3) reduces to E = aP. The inverse susceptibility is therefore

dE/dP at P = 0 = a0(T − T0), (5)

which is the Curie-Weiss law and identifies T0. The same quantity is the curvature of f at P = 0. The nonpolar state is thus a local minimum for T > T0 and a local maximum for T < T0. At T0 itself the leading term of f is −bP⁴/4, so the state is already unstable. Hence T0 is also the lower limit to which the nonpolar phase can be supercooled in this model.

**The polar states**

At zero field write x = P². Equation (3) gives P(a − bx + cx²) = 0, so a nonzero stationary polarization obeys

a − bx + cx² = 0, (6)

x± = [b ± √(b² − 4ac)]/(2c). (7)

For 0 < a < b²/(4c) both roots are real. Their product a/c and their sum b/c are positive, so both roots are positive and give real polarizations.

To find which root is a minimum, differentiate f twice:

f'' = a − 3bx + 5cx².

Equation (6) allows a to be replaced by bx − cx², and then

f'' = −2bx + 4cx² = 2x(2cx − b). (8)

From (7), 2cx± − b = ±√(b² − 4ac). The larger root x₊ is therefore a minimum, the polar state, and the smaller root x₋ is the barrier between it and the nonpolar state.

**The superheating limit**

Completing the square in the left side of (6) gives

a − bx + cx² = c[x − b/(2c)]² + a − b²/(4c). (9)

If a exceeds b²/(4c), the right side is positive for every x. The energy then rises steadily with |P|, and the nonpolar state is the sole minimum. At equality, minimum and barrier have merged. The slope f' = cP[x − b/(2c)]² vanishes at the merger but does not change sign, so that point is an inflection and not a minimum. The limit is thus

a_sh = b²/(4c), P_sh² = b/(2c). (10)

The approach to this limit follows from (7). Since b² − 4ac = 4c(a_sh − a),

x₊ = b/(2c) + √[a0(Ts − T)/c]. (11)

The polarization remains finite at Ts but reaches its limiting value with infinite slope. Inserting (11) in (8) gives the inverse susceptibility of the polar state,

f''(x₊) = 4x₊√[c a0(Ts − T)]. (12)

It vanishes as a square root, whereas that of the nonpolar phase is linear in temperature. The polar susceptibility therefore diverges at Ts, but only as the inverse square root of Ts − T, so the softening is confined to a narrow interval. For the numbers of the worked example below, the polar state is softer than the nonpolar one only within about 0.5 K of Ts.

**The first-order transition**

The nonpolar state has f = 0. The polar minimum has the same energy when, after division of (1) by the nonzero x,

a/2 − bx/4 + cx²/6 = 0. (13)

The polarization must also be stationary, so (6) holds as well. Insert a = bx − cx² in (13):

bx/2 − cx²/2 − bx/4 + cx²/6 = bx/4 − cx²/3 = 0.

Since x is not zero, x = 3b/(4c). Putting this back in a = bx − cx² gives

a_tr = 3b²/(4c) − 9b²/(16c) = 3b²/(16c), P_tr² = 3b/(4c). (14)

This x is larger than b/(2c), so by (8) it belongs to the minimum and not to the barrier.

It remains to show which state is lower on each side. Along the polar minimum, P changes with temperature, but ∂f/∂P = 0 there, so that change does not contribute:

df/dT = ∂f/∂T = a0P²/2 > 0. (15)

The polar energy rises with temperature and passes through zero at a_tr. The polar state is therefore stable for T < Tc, metastable for Tc < T < Ts, and absent above Ts.

**The ratio**

Equation (2) turns (10) and (14) into temperatures:

Tc − T0 = 3b²/(16a0c), Ts − T0 = b²/(4a0c). (16)

Their ratio is (1/4)/(3/16) = 4/3, which is equation (4). The coefficients cancel because b and c enter both intervals through the same combination b²/c, and because a is linear in T. It follows that Ts − Tc is one third of Tc − T0, and one quarter of the whole range from T0 to Ts in which both minima exist.

As b tends to zero from above, both intervals shrink as b² while their ratio stays at 4/3. At b = 0 the three temperatures coincide and the ratio has no meaning. For negative b, (6) has no positive root when a ≥ 0. The polarization then grows continuously from zero below T0, and there is no superheating.

A further relation holds at Tc. There (8) gives f'' = 2[3b/(4c)](b/2) = 3b²/(4c) = 4a_tr in the polar state, while the nonpolar state has curvature a_tr. The zero-field susceptibility of the polar state is a quarter of that of the nonpolar state.

**The barrier**

With a = bx − cx², the energy at any nonzero stationary point becomes

f = x(bx/4 − cx²/3) = x²(3b − 4cx)/12. (17)

At Tc, √(b² − 4a_tr c) = b/2, so x₋ = b/(4c). The barrier height is then

Δf = [b²/(16c²)](2b/12) = b³/(96c²). (18)

**Worked example**

Take round parameters in the rough regime of a perovskite-oxide ferroelectric capacitor for a gate stack: T0 = 380 K, a0 = 7.5×10⁻⁵ MV/cm per (uC/cm²) per K, b = 8.0×10⁻⁶ MV/cm per (uC/cm²)³ and c = 1.6×10⁻⁸ MV/cm per (uC/cm²)⁵. In these units the product of field and polarization is in J/cm³. Equations (14) and (10) give

a_tr = 3(8.0×10⁻⁶)²/(16 × 1.6×10⁻⁸) = 7.5×10⁻⁴ MV/cm per (uC/cm²),

a_sh = (8.0×10⁻⁶)²/(4 × 1.6×10⁻⁸) = 1.0×10⁻³ MV/cm per (uC/cm²).

Division by a0 gives intervals of 10.0 K and 13.3 K. Hence Tc = 390.0 K (117 °C) and Ts = 393.3 K (120 °C). The polar state can be superheated by 3.3 K. Its polarization is √375 = 19.4 uC/cm² at Tc and √250 = 15.8 uC/cm² at Ts.

The barrier at Tc is 0.0208 J/cm³, from (18). Halfway between Tc and Ts, the difference f(x₋) − f(x₊) from (17) is 0.0074 J/cm³. If a cube of edge L switches uniformly, its barrier equals n thermal energies kT when L³ = nkT/Δf. For n = 40 this gives L = 22 nm at Tc and 31 nm at the halfway point. Uniform switching has a size limit. With a gradient energy (G/2)(∇P)² and free surfaces, the uniform barrier state is the lowest path only while L < π√(G/|f''(x₋)|), where f''(x₋) = −b²/(4c) at Tc. For G between 2×10⁻¹¹ and 5×10⁻¹⁰ J m³/C², a rough range for perovskites, this bound is 4 to 22 nm. A larger cube can transform more cheaply through a moving wall, if elastic misfit at the wall is neglected, so the two edges are lower bounds on the size needed for a barrier of 40 kT. With an assumed attempt rate of 10¹³ per second, a barrier of 40 kT corresponds to a mean wait of e⁴⁰/10¹³ s, or some hours. Since the barrier vanishes at Ts, a slowly heated element that switches uniformly would be expected to leave the polar state before Ts, and a smaller one at a lower temperature. For an edge below about 22 nm the barrier is less than 40 kT already at Tc, so on a scale of hours there is no lasting superheated state. In a larger body, nucleation at defects can do the same. Ts is a limit of mean-field metastability, not a prediction of where a heated sample transforms.

**A dielectric in series**

Let the film, of thickness t_f and background permittivity ε_b, lie in series with a linear dielectric of thickness t_d and permittivity ε_d, between shorted ideal electrodes. Zero total voltage and continuity of the displacement require

t_f E_f + t_d E_d = 0, ε0ε_b E_f + P = ε0ε_d E_d. (19)

The first relation gives E_d = −E_f t_f/t_d. Inserting this in the second yields

E_f = −kP, k = 1/[ε0(ε_b + ε_d t_f/t_d)]. (20)

The film field opposes P. Because the electrodes are shorted, no source does work, and the field energy is simply added to f. Per unit volume of film it is

½ε0ε_b E_f² + ½ε0ε_d E_d² t_d/t_f = ½ε0k²P²(ε_b + ε_d t_f/t_d) = ½kP². (21)

The quadratic coefficient changes from a to a + k, while b and c are unchanged. All three temperatures fall by k/a0, and (4) holds among uniform states when T0 is the shifted value.

For t_f = 100 nm, t_d = 1 nm, ε_b = 10 and ε_d = 25, the bracket in (20) is 2510. The Curie constant 1/(ε0a0) is 1.506×10⁵ K, so the shift is 1.506×10⁵/2510 = 60 K. The model then puts T0, Tc and Ts at 320, 330 and 333 K. The shift is six times the interval Tc − T0.

At the transition the dielectric carries a field kP_tr t_f/t_d = 8.7 MV/cm, or 0.87 V across 1 nm. This is above the usual breakdown strength of oxides with such a permittivity, a few MV/cm, so a real layer would not be expected to sustain it. Leakage or tunnelling would supply charge that screens P. The shift of 60 K therefore belongs to a uniform out-of-plane polarization behind an ideal insulator, and not to a working stack. Even with an ideal insulator, domains lower the field energy and appear first. For G = 2×10⁻¹¹ J m³/C² and an in-plane permittivity of 300, the nonpolar state becomes unstable to a polarization wave of period about 12 nm no more than 34 K below 380 K. In a stress-free perovskite that is cubic above the transition, the polarization can also turn into the plane, where this field does not act. Neither possibility is included here.

**Where the ratio changes**

Each case below alters one feature of the stress-free, shorted film and holds the other parameters at their stated values.

*Temperature-dependent coefficients.* Suppose that, starting from their given values at 390 K, b falls by 2.0×10⁻⁷ and c by 3.0×10⁻¹⁰ per kelvin, in their own units. Tc is unchanged by this choice. The superheating limit now solves a0(T − T0) = b(T)²/[4c(T)], which gives Ts = 392.4 K. The ratio falls from 1.33 to 1.24, because b²/c decreases as the sample is heated.

*A built-in field.* An electrode mismatch of 0.010 V across 100 nm gives E = 0.0010 MV/cm along P. To first order in E, equal energies require a0ΔT P_tr²/2 = EP_tr, and the merger requires a0ΔT P_sh = E. Therefore

ΔTc = 2E/(a0P_tr) = 1.4 K, ΔTs = E/(a0P_sh) = 0.8 K. (22)

A numerical search for the minima of f − EP gives Tc = 391.3 K and Ts = 394.2 K, within 0.1 K of the first-order estimates. Measured from the zero-field T0, the ratio is 1.25. The ratio falls whenever ΔTs is less than 4/3 of ΔTc, and here ΔTs is smaller even than ΔTc itself. In a larger field the two minima draw together, and they merge where f'' = f''' = 0, that is, at P² = 3b/(10c) and a = 9b²/(20c). Equation (3) then gives E = 6b²P/(25c) = 0.0118 MV/cm, or 0.12 V across 100 nm. Above this field there is no first-order transition.

*An eighth-order term.* Add dP⁸/8, with d chosen so that its force dP⁷ is one tenth of cP⁵ at P = P_tr. The same kind of search gives Tc = 389.4 K, Ts = 392.6 K and a ratio of 1.34. The value 4/3 thus belongs to the sixth-order form, though this particular addition changes it by less than one percent.

*Clamping by a substrate.* Let P point out of the film plane, and let the free material develop a strain QP² in both in-plane directions. A substrate matched to the nonpolar lattice suppresses this strain and adds the elastic energy Y(QP²)², where Y is the biaxial modulus. Comparison with −bP⁴/4 gives

b_eff = b − 4YQ². (23)

For the rough values Y = 180 GPa = 1.8×10⁵ J/cm³ and Q = −4.0×10⁻⁶ per (uC/cm²)², the subtraction is 1.15×10⁻⁵, and b_eff = −3.5×10⁻⁶ MV/cm per (uC/cm²)³. The quartic energy has become positive. The first-order transition is lost, and (4) no longer applies. This outcome needs |Q| > √[b/(4Y)] = 3.3×10⁻⁶ per (uC/cm²)², so it depends on the rough values chosen. A misfit strain u turns the elastic energy into Y(u − QP²)² and changes a by −4YQu. This moves T0 by 38 K for each 0.1% of misfit, upward under compression. Zero misfit is assumed here. At 0.1 K below T0 the polarization is 1.5 uC/cm², in contrast to the jump of 19.4 uC/cm² in the free film.

**Relation to devices**

A Curie constant near 10⁵ K and a polarization of some tens of uC/cm² are rough typical magnitudes for perovskite-oxide ferroelectrics. The 100 nm film is thick for a scaled transistor, whose gate stack is measured in nanometres, and a mismatch of 10 mV is small for electrodes of unlike metals. A mismatch of a few tenths of a volt, which such electrodes can have, would remove the first-order transition in this model. A gate film bonded to a substrate cannot strain freely in its plane, which breaks the stress-free assumption. For the numbers above, full clamping has the most drastic effect, since it removes the transition to which the ratio refers. With b and c constant, an ideal series dielectric leaves the ratio at 4/3 but moves the temperatures by 60 K. Over that range the assumed drift would change b by 1.2×10⁻⁵, more than b itself, and continuing that drift linearly would put Tc and Ts of the stack at 345 and 350 K, with a ratio of 1.23. The shifted temperatures give an order of magnitude and do not predict a device. The ratio 4/3 is best suited to a stress-free sample with well-screened polarization, a negligible built-in field, a coefficient a that is linear in temperature from T0 to Ts, and the combination b²/c nearly constant between Tc and Ts.

Numbers in the example were calculated in double precision.
